# Grain-Boundary Reflection and the Mayadas–Shatzkes Conductivity Ratio

## 1. What dimensions and symmetry fix

A metal film carries a current along $x$. Its grain boundaries are planes normal to $x$ with mean spacing $D$. Without them the conductivity is $\sigma_0$ and the mean free path is $l$. Let $R$ be the probability that a boundary reflects an electron of the Fermi energy arriving at normal incidence. Boundary thickness, film surfaces and interference are left out, so $l$ and $D$ are the only lengths that matter. The ratio $\sigma/\sigma_0$ has no dimension, so it can depend on them only through $l/D$, and on $R$.

The system is unchanged by rotation about $x$. A boundary therefore treats all electrons with the same $\mu=|\cos\theta|$ alike, where $\theta$ is the angle between velocity and current, and the answer is an average over $\mu$ from 0 to 1. Suppose that, for each $\mu$ separately, every boundary adds its own resistance, and that this resistance is a function of $R$ times a function of $\mu$. Boundaries then enter each direction only as a resistance per length, proportional to $1/D$, and $l/D$ and $R$ merge into one parameter,

$$a=C\,\frac{l}{D}\,g(R),\qquad \frac{\sigma}{\sigma_0}=M(a).$$

The number $C$ and the functions $g$ and $M$ need a calculation. The result is

$$M(a)=3\left[\frac13-\frac a2+a^2-a^3\ln\!\left(1+\frac1a\right)\right],\qquad a=\frac{2l}{D}\,\frac{R}{1-R}.$$

The parameter can also be written without the 2, as $a=(l/D)R'/(1-R')$. That form is right only if $R'$ is an effective parameter and not the reflection probability. Equating the two forms gives $R'(1-R)=2R(1-R')$, hence

$$R'=\frac{2R}{1+R},\qquad R=\frac{R'}{2-R'}.$$

## 2. Model

The electrons are degenerate, with a spherical Fermi surface, Fermi velocity $v_F$ and mass $m_e$. Bulk scattering is elastic and isotropic with relaxation time $\tau$, so $l=v_F\tau$. Boundaries are flat and specular: they reverse $v_x$ and keep the transverse velocity. Reflections at different boundaries add as probabilities, without interference. Film surfaces are left out. Specular boundaries parallel to the current would reverse $v_y$ or $v_z$ but keep $v_x$, so they do not alter the result.

## 3. One boundary

Let the boundary be a barrier $S\,\delta(x)$. The transverse momentum is conserved, which leaves a one-dimensional problem with wave number $k_x=m_ev_x/\hbar$. Take

$$\psi=e^{ik_xx}+re^{-ik_xx}\ (x<0),\qquad \psi=te^{ik_xx}\ (x>0).$$

Continuity gives $1+r=t$. Integrating the Schrödinger equation across the barrier gives the jump in slope,

$$ik_xt-ik_x(1-r)=\frac{2m_eS}{\hbar^2}\,t .$$

Since $1-r=2-t$, the left side is $2ik_x(t-1)$. With $b=m_eS/(\hbar^2k_x)=S/(\hbar v_x)$ this becomes $t-1=-ibt$, so

$$t=\frac{1}{1+ib},\qquad r=t-1=\frac{-ib}{1+ib},\qquad \frac{R_\mu}{T_\mu}=\frac{|r|^2}{|t|^2}=\left(\frac{S}{\hbar v_x}\right)^2 .$$

Here $R_\mu$ and $T_\mu=1-R_\mu$ belong to direction $\mu$. Because $v_x=v_F\mu$, and $R$ is the value at $\mu=1$,

$$\frac{R_\mu}{T_\mu}=\frac{1}{\mu^2}\,\frac{R}{1-R}. \tag{1}$$

Grazing electrons are reflected more strongly.

## 4. Between boundaries

Let $F=eE$ be the mean force on a carrier, along $+x$. Write the distribution as $f_0+(-\partial f_0/\partial\varepsilon)f$, where $f$ is an energy shift of the Fermi surface. To first order in $F$, the steady Boltzmann equation is

$$v_x\frac{df}{dx}-Fv_x=-\frac{f-m}{\tau}.$$

The term $m(x)$ is the average of $f$ over the Fermi sphere; it returns scattered electrons equally to all directions. If the local force is $F-dU/dx$, replacing $f$ by $f+U$ and $m$ by $m+U$ restores the same equation, so local charging needs no separate treatment.

Call the shift $f_+$ for right-movers and $f_-$ for left-movers. Put $\lambda=l\mu$ and $A=F\lambda$. Multiplying by $\tau$, with $v_x\tau=\pm\lambda$, gives

$$\lambda f_+'=A-f_++m,\qquad \lambda f_-'=A+f_--m .$$

Define $J=f_+-f_-$, which carries the current, and $\Sigma=f_++f_-$. Adding and subtracting the equations yields

$$\lambda\Sigma'=2A-J,\qquad \lambda J'=2m-\Sigma. \tag{2}$$

The unknown $m$ has dropped out of the first equation.

## 5. Across a boundary

At a boundary at $x=0$ the outgoing streams are mixtures of the incoming ones:

$$f_+(0^+)=T_\mu f_+(0^-)+R_\mu f_-(0^+),\qquad f_-(0^-)=T_\mu f_-(0^+)+R_\mu f_+(0^-).$$

Let $\Delta=f_+(0^-)-f_-(0^+)$ be the difference of the incoming shifts. On the right side of the boundary,

$$J(0^+)=T_\mu f_+(0^-)+(R_\mu-1)f_-(0^+)=T_\mu\Delta .$$

On the left side,

$$J(0^-)=(1-R_\mu)f_+(0^-)-T_\mu f_-(0^+)=T_\mu\Delta .$$

So $J$ is continuous and $\Delta=J/T_\mu$. The separate streams jump by

$$f_+(0^+)-f_+(0^-)=(T_\mu-1)f_+(0^-)+R_\mu f_-(0^+)=-R_\mu\Delta,$$

$$f_-(0^+)-f_-(0^-)=(1-T_\mu)f_-(0^+)-R_\mu f_+(0^-)=-R_\mu\Delta .$$

Their sum is

$$\Sigma(0^+)-\Sigma(0^-)=-2\,\frac{R_\mu}{T_\mu}\,J. \tag{3}$$

This fixes the factor. Both streams jump, because a reflected electron is removed from one and added to the other; that gives the 2. The incoming difference exceeds $J$ by $1/T_\mu$, which turns $R_\mu$ into $R_\mu/T_\mu$.

## 6. The channel factor

Follow $\Sigma$ over a length $L$ containing $L/D$ boundaries. By (2) and (3) its total change is

$$\frac{L}{\lambda}(2A-\bar J)-\frac{2L}{D}\,\frac{R_\mu}{T_\mu}\,\langle J\rangle_b ,$$

where $\bar J$ is the mean over length and $\langle J\rangle_b$ the mean over boundaries. In a long uniform film $\Sigma$ stays bounded, so this change divided by $L$ tends to zero:

$$\bar J+\frac{2\lambda}{D}\,\frac{R_\mu}{T_\mu}\,\langle J\rangle_b=2A. \tag{4}$$

If $J$ is nearly uniform, $\langle J\rangle_b\approx\bar J$. With (1) and $\lambda=l\mu$,

$$\frac{2\lambda}{D}\,\frac{R_\mu}{T_\mu}=\frac{2l\mu}{D}\,\frac{1}{\mu^2}\,\frac{R}{1-R}=\frac a\mu,\qquad \frac{\bar J}{2A}=\frac{1}{1+a/\mu}=\frac{\mu}{\mu+a}. \tag{5}$$

**When is $J$ nearly uniform?** An estimate follows from (2) with $m=0$ and equal spacing.

- For $D\ll\lambda$, $\Sigma$ climbs almost linearly from $-(R_\mu/T_\mu)J$ to $+(R_\mu/T_\mu)J$ between boundaries. Integrating $\lambda J'=-\Sigma$ over half a gap gives a relative variation of $J$ of $(D/4\lambda)(R_\mu/T_\mu)$, which must be small.
- For $D\gg\lambda$, electrons reach a boundary with the bulk shifts $\pm A$. Then $\Delta=2A$ and $J=2AT_\mu$ there, a relative deficit of $R_\mu$, which must be small.

Both conditions fail at grazing incidence, where (1) diverges. The damage is limited because those directions carry little current.

A row of 200 boundaries, with spacings scattered by about 20% around $D$, was solved for one direction with $m=0$, $\lambda/D=50$ and $R_\mu/T_\mu=0.3$. The solution gave $\bar J/2A=0.03231$; formula (5) gives $1/31=0.03226$.

## 7. Average over the Fermi sphere

The current density is proportional to the sum of $v_xf$ over directions. Pairing $+v_x$ with $-v_x$ gives $\int_0^1\mu\,\bar J\,d\mu$; the azimuthal angle contributes a constant. Since $A=Fl\mu$, a film without boundaries gives $2Fl\int_0^1\mu^2d\mu=2Fl/3$. Therefore

$$\frac{\sigma}{\sigma_0}=3\int_0^1\frac{\mu^3}{\mu+a}\,d\mu .$$

From $\mu^3+a^3=(\mu+a)(\mu^2-a\mu+a^2)$,

$$\frac{\mu^3}{\mu+a}=\mu^2-a\mu+a^2-\frac{a^3}{\mu+a}.$$

The four integrals are $1/3$, $-a/2$, $a^2$ and $-a^3\ln[(1+a)/a]$, and three times their sum is $M(a)$.

The law was tested against an angle-resolved Boltzmann solution for equally spaced boundaries, which keeps $m(x)$ and does not assume uniform $J$.

- With $D/l=0.02$ and $R/(1-R)=0.01$, so $a=1$, solution and formula both give 0.42056.
- With $D/l=0.01$ and $R/(1-R)=0.5$, so $a=100$, both give 0.00744.

In both cases, using $a/2$ instead misses the solution by more than 20% of its value.

## 8. Two limits

**Weak boundaries, $a\ll1$.** To first order $M\approx1-3a/2$. The resistivity is then

$$\frac1\sigma\approx\frac{1}{\sigma_0}\left(1+\frac{3a}{2}\right).$$

Because $1/\sigma_0\propto1/l$ and $a\propto l$, the added term does not depend on $l$. Boundary and bulk resistivities add, to this order. The coefficient $3/2$ needs weak reflection as well as small $a$. At widely spaced, strongly reflecting boundaries $J$ is not uniform, and the added term is smaller: for $D=30\,l$ the Boltzmann solution gives $1.36a$ at $R=0.5$ and $1.34a$ at $R=0.9$, where the full $M(a)$ gives $1.47a$ and $1.39a$.

**Strong boundary scattering, $a\gg1$.** The logarithm expands as

$$a^3\ln\!\left(1+\frac1a\right)=a^2-\frac a2+\frac13-\frac1{4a}+\frac1{5a^2}-\dots$$

The first three terms cancel against those in $M$, leaving

$$M\approx\frac{3}{4a}-\frac{3}{5a^2},\qquad \frac1M\approx\frac{4a}{3}\left(1+\frac{4}{5a}\right)=\frac{4a}{3}+\frac{16}{15}.$$

To leading order $\sigma\propto\sigma_0/l$, so the bulk mean free path disappears. The slope of $1/M$ against $a$ has fallen from $3/2$ to $4/3$, so simple addition with the coefficient $3/2$ is not exact: $1/M$ falls below $1+3a/2$ by up to 11%, the most at large $a$.

## 9. A second case: reflection independent of angle

The form of $M$ rests on (1). If instead $R_\mu=R$ for every direction, the term in (4) becomes $(2l\mu/D)R/(1-R)=a\mu$, and

$$\frac{\sigma}{\sigma_0}=3\int_0^1\frac{\mu^2}{1+a\mu}\,d\mu .$$

Using $\mu^2=(1+a\mu)(\mu/a-1/a^2)+1/a^2$,

$$\frac{\sigma}{\sigma_0}=3\left[\frac1{2a}-\frac1{a^2}+\frac{\ln(1+a)}{a^3}\right].$$

At $a=2$ this is 0.4120, as is the Boltzmann solution for $D/l=0.02$ and $R/(1-R)=0.02$. The delta-barrier law gives 0.2688 at the same $a$. That is 35% lower, so $R$ at normal incidence does not fix the conductivity unless the angular dependence of reflection is also known.

## 10. Example: a copper film at 300 K

Copper is treated as a free-electron metal with rough typical values: electron density $n=8.5\times10^{22}$ cm$^{-3}$ and bulk resistivity $\rho_0=1.70$ µΩ cm. The chosen film has $D=40$ nm, $R=0.15$ and thickness 200 nm.

The Fermi wave number is $k_F=(3\pi^2n)^{1/3}=13.60$ nm$^{-1}$, so $v_F=\hbar k_F/m_e=1.575\times10^6$ m/s. The relaxation time is $\tau=m_e/(ne^2\rho_0)=24.56$ fs. Hence $l=v_F\tau=38.7$ nm, and

$$a=2\times0.9668\times0.1765=0.341,$$

$$M=1.0000-0.5118+0.3493-0.1632=0.674 .$$

The film resistivity is $1.70/0.674=2.52$ µΩ cm, and the mobility falls from 43.2 to 29.1 cm²/Vs. The first-order estimate $1-3a/2=0.488$ is already poor, because the third term is not small. Formula (5) gives a channel factor of 0.75 at $\mu=1$ and 0.23 at $\mu=0.1$. The second value is not reliable here: with $D\approx l$, most grazing electrons are scattered in the bulk before they reach a boundary, so $J$ is far from uniform. The Boltzmann solution gives 0.74 and 0.52. Grazing electrons are still suppressed more than those at normal incidence, but much less than (5) suggests. Because they carry little current, $M$ remains a good approximation.

Inserting the true $R=0.15$ into the form without the 2 would give $a=0.171$, $M=0.803$ and 2.12 µΩ cm, which is 16% below the model's result. That form needs $R'=0.261$.

At 400 K, with $\rho_0$ taken proportional to temperature and $D$ and $R$ held fixed, $l=29.0$ nm, $a=0.256$ and $M=0.733$. The film resistivity rises by 0.57 µΩ cm to 3.09, and the bulk value also rises by 0.57. The near-addition of resistivities survives at this $a$.

## 11. What the model leaves out

Each change below is made alone, with the other inputs held fixed.

**Finite spacing.** Here $D\approx l$, so $J$ is not strictly uniform. For equally spaced boundaries the Boltzmann solution gives 0.677 instead of 0.674. The spread of spacings then also matters slightly: a 20% scatter leaves this value unchanged, while exponentially distributed spacings with the same mean raise it by about 0.002.

**Film surfaces.** Fully diffuse surfaces lower the ratio to 0.643, or 5% below $M$.

**Barrier width.** This is the largest change found in the conductivity ratio of the example film. Rectangular barriers 0.1 and 0.2 nm wide, with heights 4.81 and 3.99 eV chosen to keep $R=0.15$ at normal incidence, give Boltzmann ratios of 0.621 and 0.442. The comparable delta-barrier value is 0.677, so the reductions are 8% and 35%.

The cause lies at oblique incidence, where these barriers reflect more than a delta barrier with the same $R$. For the 0.2 nm barrier, using the rectangular shape only for directions whose energy of motion along $x$ is below the barrier top gives roughly 0.53; using it only for directions above the top gives roughly 0.6. Both groups matter, the first more. The grazing limit shows how strong the effect becomes. Let the barrier have height $V$ and width $w$, and let the transmitted amplitude be 1. For $k_x\to0$ the slope at the exit face vanishes, so inside $\psi=\cosh\kappa(x-w)$ with $\kappa=\sqrt{2m_eV}/\hbar$. At the entrance $\psi'=-\kappa\sinh\kappa w$, and the reflected amplitude $(\psi-\psi'/ik_x)/2$ is dominated by its second term:

$$\frac{R_\mu}{T_\mu}\to\frac{\kappa^2\sinh^2\kappa w}{4k_F^2\mu^2}.$$

For the 0.2 nm barrier this is about $2.1/\mu^2$, against $0.18/\mu^2$ from (1).

**Interference.** For three boundaries at normal incidence, with no bulk scattering and phases averaged, the transmission is 0.651; adding probabilities gives 0.654. Position scatter of $s=1$ nm spreads the phase $2k_Fs$ by 27 rad, which justifies the phase average. Longer coherent rows deviate more: with random phases the mean transmission is 0.32 instead of 0.36 for 10 boundaries, and 0.07 instead of 0.16 for 30. For $l\gg D$ the model therefore needs some process that destroys the phase between boundaries. Oblique incidence was not sized.

**Temperature and mass.** With $\tau$ independent of energy, thermal smearing at 300 K changes $M$ by about $3\times10^{-6}$ at fixed electron density ($4\times10^{-6}$ if the chemical potential is held at its zero-temperature value). For an anisotropic mass, $l=v\tau$ and $R/(1-R)=(S/\hbar v)^2$ give $a\propto1/v$, with $v$ the largest velocity along $x$. At fixed Fermi energy, $\tau$ and $S$, this means $a\propto\sqrt{m_x}$. A mass 1.3 times larger along the current gives $M=0.646$; at fixed $S$ the reflection probability $R$ then rises from 0.15 to 0.187.

**Beside real films.** Copper lines in thin-film electronics have resistivities of a few µΩ cm, and the model's 2.5 is in that range. This is no test of the model, because $D$ and $R$ were chosen freely. Annealing can enlarge grains until they are comparable to the film thickness; $D$ would then be larger than the 40 nm assumed here. Real boundaries have finite width, are tilted at random and differ in strength. Width alone can move the ratio from 0.68 to 0.44 at fixed $R$; tilt was not sized. An $R'$ fitted with the form lacking the 2 can be converted by $R=R'/(2-R')$, but the result is the reflection probability at normal incidence only if the boundaries act as delta barriers and surface scattering has been separated out. For the 0.2 nm barrier above, the converted value would be 0.32, although the true $R$ is 0.15. The theory can also serve degenerate conducting oxides if their boundary barriers are thin compared with both $1/k_F$ and the decay length $1/\kappa$, so that they act as delta barriers. This is a strict condition: at $10^{21}$ electrons per cm$^3$, $1/k_F$ is only about 0.3 nm. The theory does not describe lightly doped oxide films whose carriers must be thermally excited over wide depletion barriers, since degeneracy and thin barriers are both assumed. The remaining values are in the numerical output.

## Computed results

```
Input electron density: 8.50e+22 cm^-3
Input bulk resistivity: 1.70 uohm cm
Input spacing D: 40 nm; thickness: 200 nm
Input reflection R: 0.15; temperature: 300 K
Fermi wave number: 13.60 nm^-1
Fermi velocity: 1.575e+06 m/s
Fermi energy: 7.05 eV
Relaxation time: 24.56 fs
Mean free path l: 38.67 nm; l/D: 0.9668
R/(1-R): 0.1765
a with factor 2: 0.3412
Four terms of M: 1.0000 -0.5118 0.3493 -0.1632
Conductivity ratio M: 0.6743
Film resistivity: 2.521 uohm cm
Bulk mobility: 43.19 cm2/Vs
Film mobility: 29.13 cm2/Vs
Channel factor at mu = 1.0: 0.7456
Channel factor at mu = 0.5: 0.5944
Channel factor at mu = 0.1: 0.2266
a without factor 2: 0.1706; M: 0.8027
Resistivity without factor 2: 2.118 uohm cm
Effective R' for the quoted form: 0.2609
Small-a estimate 1-3a/2: 0.4882
Boltzmann test a = 1: solved 0.42056, M 0.42056
Boltzmann test a = 100: solved 0.00744, M 0.00744
Angle-independent R, a = 2: solved 0.4120, its law 0.4120, M 0.2688
Irregular row, l mu/D = 50, R/T = 0.3: solved 0.03231, formula 0.03226
Example, Boltzmann solution at true D/l: 0.6766
Example, with diffuse film surfaces: 0.6432
Barrier 0.1 nm wide, 4.81 eV high: Boltzmann ratio 0.6210
Barrier 0.2 nm wide, 3.99 eV high: Boltzmann ratio 0.4419
Three boundaries, mu = 1, transmission: coherent 0.6508, incoherent 0.6538
Phase spread 2 k_F s for s = 1 nm: 27.2 rad
kT/E_F: 0.00367; thermal change of M: 4.3e-06
M with mass 1.3 times larger along current: 0.6457
At 400 K: l 29.00 nm, a 0.2559, M 0.7326
At 400 K: bulk 2.267, film 3.094 uohm cm
```
